# Averaged pair density and the sum rules of exchange and correlation holes: a numerical check

```python
"""
Result under test (Hartree atomic units):
  W = integral of 4 pi u^2 h(u)/u du, where h(u) is the spherically and
  system averaged pair density, h = 1/2 <integral d^3R P(R+u/2, R-u/2)>,
  and P(r1,r2) is the spin-summed pair density normalized to N(N-1).
Sum rules at each r1: exchange hole -> -1, correlation hole -> 0
  (determinant with integer occupations and the same density).
Systems: (A) two interacting electrons in a harmonic trap, omega = 1/2;
         (B) three electrons in trap orbitals s, px, pz.
Symbols: n density, U Hartree energy, Ex exchange energy, Wc interaction
part of correlation, Tc kinetic part, Ec = Wc + Tc.
"""
import itertools
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf
from scipy.constants import physical_constants
from pyscf import gto

pi = np.pi
omega = 0.5
hartree_ev = physical_constants["Hartree energy in eV"][0]


def legendre(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def hermite_grid(scale, count=4):
    """3D grid, exact for exp(-r^2/scale^2) times low polynomials."""
    x, w = np.polynomial.hermite.hermgauss(count)
    w = w * np.exp(x**2) * scale
    points = np.array(list(itertools.product(x * scale, repeat=3)))
    weights = np.array([np.prod(t) for t in itertools.product(w, repeat=3)])
    return points, weights


center_points, center_weights = hermite_grid(1.0)
electron_points, electron_weights = hermite_grid(np.sqrt(2.0))
u_grid, u_weights = legendre(0, 14, 80)
r_grid, r_weights = legendre(0, 10, 80)
x_grid, x_weights = legendre(-1, 1, 40)

# Directions on the unit sphere, weights adding to one.
cosines, cosine_weights = legendre(-1, 1, 6)
angles = 2 * pi * np.arange(8) / 8
directions = np.array([[np.sqrt(1 - c*c) * np.cos(a),
                        np.sqrt(1 - c*c) * np.sin(a), c]
                       for c in cosines for a in angles])
direction_weights = np.repeat(cosine_weights / 2, 8) / 8


def system_average(pair, u_vectors):
    """Half the pair density integrated over the midpoint R."""
    R = center_points[None, :, :]
    u = np.asarray(u_vectors)[:, None, :]
    return 0.5 * pair(R + u / 2, R - u / 2) @ center_weights


def averaged_pair_density(pair, u):
    return direction_weights @ system_average(pair, u * directions)


# ---------- System A: exact interacting pair ----------
norm_squared = 1 / (4 * pi**2.5 * (8 + 5 * np.sqrt(pi)))


def trap_pair(r1, r2):
    distance = np.linalg.norm(r1 - r2, axis=-1)
    squares = np.sum(r1**2, axis=-1) + np.sum(r2**2, axis=-1)
    return 2 * norm_squared * (1 + distance/2)**2 * np.exp(-squares / 2)


def h_closed(u):
    return ((1 + u/2)**2 * np.exp(-u**2 / 4)
            / (4 * pi * (8 + 5 * np.sqrt(pi))))


def density(r):
    r = np.maximum(r, 1e-6)
    mean_distance = ((r + 1/r) * erf(r / np.sqrt(2))
                     + np.sqrt(2/pi) * np.exp(-r**2 / 2))
    return (2 * norm_squared * (2*pi)**1.5 * np.exp(-r**2 / 2)
            * (1 + mean_distance + (r**2 + 3) / 4))


# Independent solution of the relative motion, interaction scaled by strength.
step = 0.005
mesh = step * np.arange(1, 4000)


def relative_solution(strength):
    diagonal = 2/step**2 + omega**2 * mesh**2 / 4 + strength / mesh
    off_diagonal = -np.ones(len(mesh) - 1) / step**2
    values, vectors = eigh_tridiagonal(diagonal, off_diagonal,
                                       select="i", select_range=(0, 0))
    return values[0] + 1.5 * omega, vectors[:, 0]


energy, radial = relative_solution(1.0)
h_numeric = radial**2 / step / (4 * pi * mesh**2)
W_derivative = (relative_solution(1.01)[0]
                - relative_solution(0.99)[0]) / 0.02
assert abs(energy - 2) < 1e-4
assert np.max(np.abs(h_numeric - h_closed(mesh))) < 1e-4
for u in (0.3, 1.0, 3.0):
    assert abs(averaged_pair_density(trap_pair, u) - h_closed(u)) < 1e-11

pair_count = np.sum(u_weights * 4*pi*u_grid**2 * h_closed(u_grid))
W = np.sum(u_weights * 4*pi*u_grid * h_closed(u_grid))
W_closed = (4 + 2*np.sqrt(pi)) / (8 + 5*np.sqrt(pi))
assert abs(pair_count - 1) < 1e-9
assert abs(W - W_closed) < 1e-9
assert abs(W - W_derivative) < 1e-4

electron_count = np.sum(r_weights * 4*pi*r_grid**2 * density(r_grid))
assert abs(electron_count - 2) < 1e-8


def trap_hole_integrals(r):
    """Integrate exchange and total holes around a fixed electron at r."""
    u, x = u_grid[:, None], x_grid[None, :]
    other_squared = np.maximum(r*r + u*u + 2*r*u*x, 0)
    weights = 2*pi * u*u * u_weights[:, None] * x_weights[None, :]
    pair = (2 * norm_squared * (1 + u/2)**2
            * np.exp(-(r*r + other_squared) / 2))
    other_density = density(np.sqrt(other_squared))
    total = np.sum(weights * (pair / density(r) - other_density))
    exchange = np.sum(weights * (-other_density / 2))
    return exchange, total


trap_holes = {r: trap_hole_integrals(r) for r in (0.5, 1.0, 2.0)}
for exchange, total in trap_holes.values():
    assert abs(exchange + 1) < 1e-7
    assert abs(total + 1) < 1e-7


def density_product_average(u):
    """System and spherical average of n(r) n(r+u)."""
    r, x = r_grid[:, None], x_grid[None, :]
    s = np.sqrt(np.maximum(r*r + u*u + 2*r*u*x, 0))
    sphere = density(s) @ x_weights / 2
    return np.sum(r_weights * 4*pi*r_grid**2 * density(r_grid) * sphere)


def averaged_holes(u):
    product = density_product_average(u)
    exchange = -product / 4
    total = (2 * h_closed(u) - product) / 2
    return exchange, total - exchange


hole_table = np.array([averaged_holes(u) for u in u_grid])
average_sums = (u_weights * 4*pi*u_grid**2) @ hole_table
Ex, Wc = (u_weights * 4*pi*u_grid) @ hole_table
assert abs(average_sums[0] + 1) < 1e-7
assert abs(average_sums[1]) < 1e-7

# Hartree energy from electrostatics of spherical shells.
t, t_weights = legendre(0, 1, 60)
inner = r_grid[:, None] * t[None, :]
enclosed = r_grid * ((4*pi * inner**2 * density(inner)) @ t_weights)
U = np.sum(r_weights * 4*pi*r_grid * density(r_grid) * enclosed)
assert abs(Ex + U/2) < 1e-7
assert abs(U + Ex + Wc - W_derivative) < 1e-4

V = np.sum(r_weights * 4*pi*r_grid**4 * density(r_grid)) * omega**2 / 2
T = 2 - V - W
assert abs(2*T - 2*V + W) < 1e-7
delta = 1e-4
slope = (density(r_grid + delta) - density(r_grid - delta)) / (2*delta)
Ts = np.sum(r_weights * 4*pi*r_grid**2 * slope**2 / density(r_grid)) / 8
Tc = T - Ts
Ec = Wc + Tc
assert Tc > 0 and Wc < Ec < 0

# ---------- System B: three electrons in trap orbitals ----------
S, PX, PZ = 0, 1, 2


def orbitals(r):
    s = (omega/pi)**0.75 * np.exp(-omega * np.sum(r**2, axis=-1) / 2)
    factor = np.sqrt(2 * omega)
    return np.stack([s, factor*r[..., 0]*s, factor*r[..., 2]*s], axis=-1)


up_occupation = np.array([1.0, 0.0, 1.0])
down_occupation = np.array([1.0, 0.0, 0.0])


def density_matrices(r1, r2, up=up_occupation, down=down_occupation):
    product = orbitals(r1) * orbitals(r2)
    return product @ up, product @ down


def determinant_density(r):
    return sum(density_matrices(r, r))


def determinant_pair(r1, r2):
    gamma_up, gamma_down = density_matrices(r1, r2)
    return (determinant_density(r1) * determinant_density(r2)
            - gamma_up**2 - gamma_down**2)


def pair_from_wavefunction(state, r1, r2):
    """Pair density by explicit spin sum and integration over electron 3."""
    shape = (len(r2), len(electron_points), 3)
    positions = [np.broadcast_to(r1, shape),
                 np.broadcast_to(r2[:, None, :], shape),
                 np.broadcast_to(electron_points[None, :, :], shape)]
    values = [orbitals(p) for p in positions]
    result = np.zeros(len(r2))
    for spins in itertools.product((0, 1), repeat=3):
        psi = 0
        for coefficient, configuration in state:
            rows = [np.stack([v[..., k] * (spin == own)
                              for k, spin in configuration], axis=-1)
                    for v, own in zip(values, spins)]
            matrix = np.stack(rows, axis=-2)
            psi = psi + coefficient * np.linalg.det(matrix) / np.sqrt(6)
        result += 6 * (psi**2 @ electron_weights)
    return result


reference = [(S, 0), (PZ, 0), (S, 1)]
excited = [(PX, 0), (PZ, 0), (PX, 1)]
r_fixed = np.array([0.5, 0.3, 0.8])
pair_reference = pair_from_wavefunction([(1.0, reference)],
                                        r_fixed, electron_points)
assert np.allclose(pair_reference,
                   determinant_pair(r_fixed, electron_points), atol=1e-12)


def exchange_integral(r1, up=up_occupation, down=down_occupation):
    gammas = density_matrices(r1, electron_points, up, down)
    local_density = sum(density_matrices(r1, r1, up, down))
    return -(gammas[0]**2 + gammas[1]**2) @ electron_weights / local_density


for point in (r_fixed, np.array([0.1, -1.0, 0.4]), np.array([0., 0., 2.])):
    assert abs(exchange_integral(point) + 1) < 1e-10
exchange_sum = exchange_integral(r_fixed)
fractional_sum = exchange_integral(r_fixed, np.array([1.0, 0.0, 0.5]))
assert abs(fractional_sum + 1) > 0.01

# Averaged pair density against analytic two-electron integrals.
h_three = np.array([averaged_pair_density(determinant_pair, u)
                    for u in u_grid])
count_three = np.sum(u_weights * 4*pi*u_grid**2 * h_three)
W_three = np.sum(u_weights * 4*pi*u_grid * h_three)
along_x, along_z = system_average(determinant_pair,
                                  [[2.0, 0, 0], [0, 0, 2.0]])
h_three_at_two = averaged_pair_density(determinant_pair, 2.0)
molecule = gto.M(atom="H 0 0 0", spin=1, verbose=0,
                 basis={"H": [[0, [omega/2, 1.0]], [1, [omega/2, 1.0]]]})
integrals = molecule.intor("int2e").reshape(4, 4, 4, 4)
up_matrix = np.diag([1.0, 0, 0, 1.0])
down_matrix = np.diag([1.0, 0, 0, 0])
total_matrix = up_matrix + down_matrix
W_integrals = 0.5 * np.einsum("ijkl,ij,kl", integrals,
                              total_matrix, total_matrix)
for matrix in (up_matrix, down_matrix):
    W_integrals -= 0.5 * np.einsum("ijkl,il,jk", integrals, matrix, matrix)
assert abs(count_three - 3) < 1e-8
assert abs(W_three - W_integrals) < 1e-7
assert abs(along_x - along_z) > 1e-4

# Correlated three-electron state, and a reference with another density.
excited_weight = 0.1
state = [(np.sqrt(1 - excited_weight), reference),
         (-np.sqrt(excited_weight), excited)]
pair_mixed = pair_from_wavefunction(state, r_fixed, electron_points)
local = orbitals(r_fixed)**2
n_mixed = (2 * (1 - excited_weight) * local[S]
           + 2 * excited_weight * local[PX] + local[PZ])
n_reference = determinant_density(r_fixed)
mixed_sum = pair_mixed @ electron_weights / n_mixed - 3
mismatch = (pair_mixed - pair_reference) @ electron_weights / n_mixed
mismatch_formula = 2 * (1 - n_reference / n_mixed)
own_density_difference = mixed_sum - exchange_sum
assert abs(mixed_sum + 1) < 1e-10
assert abs(mismatch - mismatch_formula) < 1e-10
assert abs(mismatch) > 0.01
assert abs(own_density_difference) < 1e-10


def clean(value):
    """Suppress the sign of a rounded zero."""
    return 0.0 if abs(value) < 5e-7 else value


print("A: two interacting electrons, trap omega =", omega, "hartree")
print(f"Energy by diagonalization: {energy:.5f} hartree")
print(f"Pair count from h: {pair_count:.6f}")
print(f"Electron count from n: {electron_count:.6f}")
print(f"W from h(u): {W:.6f} hartree = {W*hartree_ev:.4f} eV")
print(f"W from energy derivative: {W_derivative:.5f} hartree")
print("Averages: u [bohr], h [bohr^-6 integrated over R: bohr^-3],")
print("          <n_x> [bohr^-3], <n_c> [bohr^-3]")
for u in (0.0, 0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    exchange, correlation = averaged_holes(u)
    print(f"  {u:.1f}  {h_closed(u):.6f}  {exchange:.6f}  {correlation:.6f}")
print("Hole integrals at r1 [bohr]: exchange, total, correlation")
for r, (exchange, total) in trap_holes.items():
    print(f"  {r:.1f}  {exchange:.6f}  {total:.6f}"
          f"  {clean(total-exchange):.6f}")
print(f"Averaged exchange-hole integral: {average_sums[0]:.6f}")
print(f"Averaged correlation-hole integral: {clean(average_sums[1]):.6f}")
for label, value in (("U", U), ("Ex", Ex), ("Wc", Wc), ("V trap", V),
                     ("T", T), ("Ts", Ts), ("Tc", Tc), ("Ec", Ec)):
    print(f"{label}: {value:.6f} hartree")
print("B: three electrons, s up, pz up, s down; same trap orbitals")
print(f"Pair count from h: {count_three:.6f}")
print(f"System average at u = 2 bohr along x: {along_x:.6f} bohr^-3")
print(f"System average at u = 2 bohr along z: {along_z:.6f} bohr^-3")
print(f"Spherical average at u = 2 bohr: {h_three_at_two:.6f} bohr^-3")
print(f"W from h(u): {W_three:.6f} hartree")
print(f"W from two-electron integrals: {W_integrals:.6f} hartree")
print("Fixed point r1 [bohr]:", r_fixed)
print(f"Exchange-hole integral: {exchange_sum:.6f}")
print(f"Same formula, pz half occupied: {fractional_sum:.6f}")
print(f"Weight of px^2 pz determinant in mixed state: {excited_weight:.2f}")
print(f"Mixed-state density at r1: {n_mixed:.6f} bohr^-3")
print(f"Reference density at r1: {n_reference:.6f} bohr^-3")
print(f"Mixed-state total-hole integral: {mixed_sum:.6f}")
print(f"Integral of (P-Ps)/n, unequal densities: {mismatch:.6f}")
print(f"Difference of own-density holes: {clean(own_density_difference):.6f}")
print("success")
```

Running it gives:

```
A: two interacting electrons, trap omega = 0.5 hartree
Energy by diagonalization: 2.00000 hartree
Pair count from h: 1.000000
Electron count from n: 2.000000
W from h(u): 0.447443 hartree = 12.1755 eV
W from energy derivative: 0.44744 hartree
Averages: u [bohr], h [bohr^-6 integrated over R: bohr^-3],
          <n_x> [bohr^-3], <n_c> [bohr^-3]
  0.0  0.004719  -0.016836  -0.012116
  0.5  0.006927  -0.016011  -0.009084
  1.0  0.008270  -0.013766  -0.005496
  2.0  0.006944  -0.007480  -0.000535
  3.0  0.003109  -0.002654  0.000454
  4.0  0.000778  -0.000600  0.000177
  6.0  0.000009  -0.000007  0.000002
Hole integrals at r1 [bohr]: exchange, total, correlation
  0.5  -1.000000  -1.000000  0.000000
  1.0  -1.000000  -1.000000  0.000000
  2.0  -1.000000  -1.000000  0.000000
Averaged exchange-hole integral: -1.000000
Averaged correlation-hole integral: 0.000000
U: 1.030250 hartree
Ex: -0.515125 hartree
Wc: -0.067682 hartree
V trap: 0.888139 hartree
T: 0.664418 hartree
Ts: 0.635246 hartree
Tc: 0.029172 hartree
Ec: -0.038510 hartree
B: three electrons, s up, pz up, s down; same trap orbitals
Pair count from h: 3.000000
System average at u = 2 bohr along x: 0.012387 bohr^-3
System average at u = 2 bohr along z: 0.037162 bohr^-3
Spherical average at u = 2 bohr: 0.020646 bohr^-3
W from h(u): 1.410474 hartree
W from two-electron integrals: 1.410474 hartree
Fixed point r1 [bohr]: [0.5 0.3 0.8]
Exchange-hole integral: -1.000000
Same formula, pz half occupied: -0.931034
Weight of px^2 pz determinant in mixed state: 0.10
Mixed-state density at r1: 0.096856 bohr^-3
Reference density at r1: 0.102690 bohr^-3
Mixed-state total-hole integral: -1.000000
Integral of (P-Ps)/n, unequal densities: -0.120482
Difference of own-density holes: 0.000000
success
```
